# Redundant Orbital Rotations and the Singular Hessian in CASSCF

## The symmetry that fixes the answer

A CASSCF wave function divides its orbitals into inactive ones, doubly occupied in every configuration, active ones, whose occupations vary, and virtual ones, which are empty. Rotate the orbitals of one class among themselves by a real orthogonal matrix \(R\). The inactive shell contains one determinant of \(\alpha\) spin orbitals and one of \(\beta\) spin orbitals. Each is multiplied by \(\det R=\pm1\), so the shell is multiplied by \((\det R)^2=1\). Empty orbitals contribute no factor at all. Active orbitals are different: their rotation turns configurations into mixtures of configurations, and it can be undone by the CI coefficients if those mixtures still lie in the CI space. Redundancy is therefore a question of invariance, trivial for two classes and dependent on the CI space for the third.

## Conventions

Orbitals and coefficients are real. Indices \(i,j\) are inactive, \(t,u\) active, \(a,b\) virtual, and \(p,q,r\) general. Define

\[
E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma},\qquad E^-_{pq}=E_{pq}-E_{qp}.
\]

From \([E_{pq},a^\dagger_{r\sigma}]=\delta_{qr}a^\dagger_{p\sigma}\) and \([E_{pq},a_{r\sigma}]=-\delta_{pr}a_{q\sigma}\) follows

\[
[E_{mn},E_{pq}]=\delta_{np}E_{mq}-\delta_{mq}E_{pn}. \tag{1}
\]

Let \(V\) be the CI space and \(|0\rangle\in V\) the normalized current state. The trial state is

\[
|\Psi(\kappa,c)\rangle=\frac{e^{-\hat\kappa}(|0\rangle+|c\rangle)}{\sqrt{1+\langle c|c\rangle}},\qquad
\hat\kappa=\sum_{p>q}\kappa_{pq}E^-_{pq}, \tag{2}
\]

with \(|c\rangle\in V\) orthogonal to \(|0\rangle\). With \(\kappa_{qp}=-\kappa_{pq}\), \(\hat\kappa=\sum_{pq}\kappa_{pq}E_{pq}\), so \([\hat\kappa,a^\dagger_{p\sigma}]=\sum_q a^\dagger_{q\sigma}\kappa_{qp}\). Repeating the commutator gives powers of \(\kappa\), hence

\[
e^{-\hat\kappa}a^\dagger_{p\sigma}e^{\hat\kappa}=\sum_q a^\dagger_{q\sigma}\,[e^{-\kappa}]_{qp}. \tag{3}
\]

Two successive rotations multiply their matrices. Since each operator also leaves the vacuum unchanged, the product matrix determines the product operator completely.

A rotation \(E^-_{pq}\) is called redundant if \(e^{\varepsilon E^-_{pq}}\) maps \(V\) into itself for every real \(\varepsilon\). The reason is the identity

\[
e^{-\hat\kappa}|C\rangle=\big(e^{-\hat\kappa}e^{-\varepsilon E^-_{pq}}\big)\big(e^{\varepsilon E^-_{pq}}|C\rangle\big). \tag{4}
\]

The first bracket is another orbital rotation and the second another CI vector, so different parameters describe the same state.

## Theorem

Let the active space have \(m\) orbitals and \(N\) electrons, with fixed spin \(S\) and projection \(M\), and no point-group restriction.

1. Inactive-inactive and virtual-virtual rotations are redundant for every CI space.
2. Let \(V\neq0\) be spanned by configuration state functions (CSFs) with definite orbital occupations. All active-active rotations are redundant if and only if \(V\) is complete.
3. At a stationary point, each redundant rotation gives a null vector of the joint Hessian in \((\kappa,c)\).

## Proof of part 1

Take \(i\ne j\). In every configuration \(a_{j\sigma}\) removes an electron from \(j\), and \(a^\dagger_{i\sigma}\) then tries to fill a spin orbital that is already occupied. For virtual orbitals \(a_{b\sigma}\) finds nothing to remove. Thus, for any \(|C\rangle\in V\),

\[
E^-_{ij}|C\rangle=0,\qquad E^-_{ab}|C\rangle=0. \tag{5}
\]

Every term of the exponential series beyond the first vanishes, so the finite rotations act as the identity. Nothing was assumed about the active configurations. \(\square\)

## Proof of part 2

**Completeness is sufficient.** \(E^-_{tu}\) moves electrons between active orbitals, conserves \(N\) and, being summed over spin, commutes with the total spin. It maps the complete space into itself, and so does its exponential.

**Completeness is necessary.** Suppose all the exponentials preserve \(V\). Differentiating at \(\varepsilon=0\) gives \(E^-_{tu}V\subseteq V\). Definite occupations give \(E_{tt}V\subseteq V\). By (1), for \(t\ne u\),

\[
[E_{tt},E^-_{tu}]=E_{tu}+E_{ut}. \tag{6}
\]

Both the sum and the difference of \(E_{tu}\) and \(E_{ut}\) preserve \(V\), hence each operator does so separately.

Number the active orbitals \(1,\dots,m\). Among the normalized vectors of \(V\) with definite occupations \(n_t\), choose a \(v\) with the largest \(W=\sum_t(m-t)n_t\). For \(t<u\), \(E_{tu}\) moves an electron from \(u\) to \(t\) and would raise \(W\) by \(u-t\). Since the result lies in \(V\), it must vanish: \(E_{tu}v=0\). Therefore

\[
\|E_{ut}v\|^2=\langle v|E_{tu}E_{ut}|v\rangle
=\langle v|[E_{tu},E_{ut}]|v\rangle=n_t-n_u\ge0. \tag{7}
\]

The occupations are ordered as \(2,\dots,2,1,\dots,1,0,\dots,0\).

Now let \(t<u\) both be singly occupied. Their two electrons can be coupled to a singlet or a triplet. On the singlet pair,

\[
E_{tu}\frac{a^\dagger_{t\alpha}a^\dagger_{u\beta}-a^\dagger_{t\beta}a^\dagger_{u\alpha}}{\sqrt2}|{\rm vac}\rangle
=\sqrt2\,a^\dagger_{t\alpha}a^\dagger_{t\beta}|{\rm vac}\rangle, \tag{8}
\]

because the two terms add after reordering. With a plus sign between them they cancel, and the parallel-spin triplets vanish by the Pauli principle. The condition \(E_{tu}v=0\) thus removes the singlet part of every open-shell pair. The spin amplitude of \(v\) is then symmetric under every exchange of two open-shell spins, so it depends only on the number of \(\alpha\) spins, which \(M\) fixes.

For \(b\) open shells, each triplet pair has \(\langle\mathbf s_k\cdot\mathbf s_l\rangle=1/4\), in units of \(\hbar^2\), and

\[
S(S+1)=\frac{3b}{4}+b(b-1)\frac14=\frac b2\Big(\frac b2+1\Big). \tag{9}
\]

So \(b=2S\), and the number of doubly occupied orbitals is \((N-2S)/2\). Up to a factor, \(v\) is the same vector for every invariant space of this kind.

Let \(V^\perp\) be the orthogonal complement of \(V\) within the complete space. For \(x\in V\) and \(w\in V^\perp\), \(\langle x|E_{tu}w\rangle=\langle E_{ut}x|w\rangle=0\). Hence \(V^\perp\) is also invariant under every \(E_{tu}\). The commuting Hermitian operators \(E_{tt}\) can be diagonalized in it, so it has a basis of definite occupations. If it were nonzero, the preceding argument would put \(v\) in \(V^\perp\) as well as in \(V\), which is impossible. Thus \(V^\perp=0\), and \(V\) is complete. \(\square\)

**The occupation assumption is needed.** The normalized pair sum

\[
|\Phi\rangle=m^{-1/2}\sum_t a^\dagger_{t\alpha}a^\dagger_{t\beta}|{\rm core}\rangle
\]

spans a line that is incomplete for \(m>1\). Yet \(E_{tu}|\Phi\rangle=E_{ut}|\Phi\rangle\): both equal \(m^{-1/2}(a^\dagger_{t\alpha}a^\dagger_{u\beta}+a^\dagger_{u\alpha}a^\dagger_{t\beta})|{\rm core}\rangle\). Every \(E^-_{tu}\) annihilates it. This line is not spanned by a CSF of definite occupations, and \(E_{tu}+E_{ut}\) leads out of it.

**Some rotations may survive truncation.** Part 2 concerns the whole set of active rotations. If a space is restricted only through the total number of electrons in subsets of active orbitals, rotations inside one subset preserve the restriction and remain redundant. With point-group symmetry, rotations between different irreducible representations are excluded from the start, and the converse proved here does not cover that smaller set.

## Proof of part 3

Let \(x=(\kappa,c)\), with \(c\) expanded in an orthonormal basis, and let \(E(x)\) be the energy, \(g_k=\partial_kE\) and \(\mathsf H_{kl}=\partial_k\partial_lE\). Close to the origin, (4) defines a smooth map \(x\mapsto\gamma_\varepsilon(x)\). The product of two small rotations has a unique small antisymmetric logarithm, and the new CI vector can be rescaled to have unit component on \(|0\rangle\). Normalization in (2) removes the scale, so

\[
E(\gamma_\varepsilon(x))=E(x).
\]

Let \(v(x)=d\gamma_\varepsilon(x)/d\varepsilon\) at \(\varepsilon=0\). Differentiating first in \(\varepsilon\) and then in \(x_l\) gives

\[
\sum_k g_kv_k=0,\qquad
\sum_k\mathsf H_{lk}v_k=-\sum_k g_k\,\partial_lv_k. \tag{10}
\]

At a stationary point \(g=0\), hence \(\mathsf Hv=0\).

To find \(v\) at the origin, note that the rotation in (4) is then \(e^{-\varepsilon E^-_{pq}}\), so \(\kappa_{pq}=\varepsilon\). The CI vector is \(|0\rangle+\varepsilon E^-_{pq}|0\rangle+O(\varepsilon^2)\), and \(\langle0|E^-_{pq}|0\rangle=0\) because the operator is real and antisymmetric. Therefore

\[
v:\quad \kappa_{pq}=1,\quad |c\rangle=E^-_{pq}|0\rangle. \tag{11}
\]

The CI part is zero for inactive and virtual pairs, by (5). Different pairs have different \(\kappa\) parts, so the vectors are linearly independent. With \(n_I\) inactive and \(n_V\) virtual orbitals and a complete CI space, there are at least

\[
\tfrac12n_I(n_I-1)+\tfrac12m(m-1)+\tfrac12n_V(n_V-1) \tag{12}
\]

zero eigenvalues. \(\square\)

## Which Hessian is singular

For an active pair the null vector has an orbital part and a CI part. The orbital part alone need not be a null vector of the orbital block. Inactive and virtual pairs differ: their null vectors have no CI part, so those zeros appear in the orbital block itself, and in the worked example below they are its only two. Put \(Y=E^-_{tu}\), let \(\hat H\) be the Hamiltonian and \(E_0\) the energy of \(|0\rangle\). Expanding \(\langle0|e^{\kappa Y}\hat He^{-\kappa Y}|0\rangle\) to second order gives

\[
\mathsf H_{tu,tu}=\langle0|[Y,[Y,\hat H]]|0\rangle
=\langle0|YY\hat H-2Y\hat HY+\hat HYY|0\rangle.
\]

For a complete space \(YY|0\rangle\in V\), and the solved CI problem says that \(\hat H|0\rangle\) has the component \(E_0|0\rangle\) in \(V\). With \(Y^\dagger=-Y\), the outer terms together give \(-2E_0\|Y0\|^2\), and the middle one gives \(+2\langle Y0|\hat H|Y0\rangle\):

\[
\mathsf H_{tu,tu}=2\langle Y0|\hat H-E_0|Y0\rangle. \tag{13}
\]

This is positive if \(|0\rangle\) is the nondegenerate lowest CI root and \(Y|0\rangle\ne0\). Physically, it is the cost of turning the orbitals while the coefficients are held fixed.

Now let the coefficients respond. Write \(o\) for orbital and \(c\) for CI blocks, and let \(e\) be the orbital part of \(v\). If \(\mathsf H_{cc}\) is invertible, the CI row of \(\mathsf Hv=0\) gives \(c=-\mathsf H_{cc}^{-1}\mathsf H_{co}e\). Substitution in the orbital row yields

\[
\big(\mathsf H_{oo}-\mathsf H_{oc}\mathsf H_{cc}^{-1}\mathsf H_{co}\big)e=0. \tag{14}
\]

With CI response, the active rotation is therefore a null vector of the orbital Hessian.

## Why convergence matters

Away from a stationary point, (10) does not make \(v\) a null vector. An explicit case uses \(X=E^-_{ai}\) and \(Y=E^-_{ij}\) with \(i>j\). The mixed second derivative of the energy is

\[
\mathsf H_{ai,ij}=\tfrac12\langle0|[X,[Y,\hat H]]+[Y,[X,\hat H]]|0\rangle.
\]

The second term vanishes because \(Y|0\rangle=0\) and \(\langle0|Y=0\). The Jacobi identity \([X,[Y,\hat H]]=[[X,Y],\hat H]+[Y,[X,\hat H]]\) reduces the first term to \([[X,Y],\hat H]\). From (1), \([E_{ai},E_{ij}]=E_{aj}\), \([E_{ia},E_{ji}]=-E_{ja}\), and the other two commutators vanish, so \([X,Y]=E^-_{aj}\). Since \(g_{aj}=\langle0|[E^-_{aj},\hat H]|0\rangle\),

\[
\mathsf H_{ai,ij}=\tfrac12g_{aj}. \tag{15}
\]

This coupling disappears with the gradient.

**Consequence for Newton steps.** Suppose the CI problem is solved at the current orbitals. The CI gradient is then zero, and \(g\cdot v=0\) makes the redundant orbital gradients zero. Let the columns of \(Z\) be the unit vectors of all parameters except the redundant \(\kappa\), and those of \(Q\) the vectors (11). Together they form a basis. Write the Newton step as \(Zz+Qs\), and define

\[
B=Z^T\mathsf HZ,\quad d=Z^T\mathsf HQ,\quad g_Z=Z^Tg.
\]

By (10), \(d=O(g)\). Moreover \(Q^T\mathsf HQ=0\): moving along one redundant vector keeps the rotations within the orbital classes, so the derivative of another redundant vector along that move has no nonredundant orbital component, and the remaining components of \(g\) are zero. The Newton equations become

\[
Bz+ds=-g_Z,\qquad d^Tz=0.
\]

If \(B\) is invertible, eliminating \(z\) gives

\[
(d^TB^{-1}d)\,s=-d^TB^{-1}g_Z. \tag{16}
\]

Both the matrix on the left and the vector on the right are of second order in \(g\). Unless the leading matrix is singular or the leading right side vanishes, \(s\) tends to a nonzero value, dependent on the direction, as the solution is approached along a fixed direction. The full step then does not shrink, although the distance to the solution does.

**The cure.** Delete the redundant \(\kappa\). At convergence \(\mathsf HQ=0\), so for \(x=Zz+Qs\)

\[
x^T\mathsf Hx=z^TBz. \tag{17}
\]

Deletion preserves the rank and the numbers of positive and negative eigenvalues, though not the eigenvalues themselves. If \(B\) is nonsingular, the redundancies account for all the zeros. Zeros with other causes would remain in \(B\). An example is a continuous spatial symmetry of the Hamiltonian that changes the state: it generates a line of physically different stationary points of equal energy, whose tangent is a null vector outside the span of \(Q\).

## Worked example: six hydrogen atoms

Six hydrogen atoms lie on a line at 0, 0.75, 2.45, 3.95, 5.85 and 6.65 Å. In the STO-3G basis they have six orbitals, numbered from 0: two inactive, two active, two virtual. The active space holds two electrons coupled to a singlet. The energy is \(-3.13311\) hartree at the RHF level and \(-3.21789\) hartree for CASSCF(2,2), a lowering of 0.08478 hartree. The minimal basis and the correlation outside the active space limit these numbers, but not the redundancy argument: full CI in STO-3G lies 0.0444 hartree below CASSCF(2,2), and in the cc-pVDZ basis the lowering is 0.0524 hartree and the curvature (13) is 2.94 hartree instead of the 3.74 found below.

There are \(6\cdot5/2=15\) orbital pairs. The complete singlet space has three CSFs, hence two free CI parameters, and \(15+2=17\) parameters in all. Equation (12) predicts \(1+1+1=3\) zeros, and three are found. Deletion leaves \(17-3=14\) parameters with lowest eigenvalue 0.4578 hartree, so this is a minimum with no further zeros.

The active-active curvature (13) is 3.738 hartree with fixed coefficients; with CI response it vanishes to rounding error. A finite active rotation by 0.7 rad tells the same story: the energy rises by 0.5219 hartree at fixed coefficients (0.5207 hartree for the opposite sense of rotation; changing the sign of one active orbital interchanges the two) and is unchanged when they are transformed as in (4).

Next, all 12 nonredundant orbital angles are displaced by \(\delta\) from the minimum, and the CI problem is solved again. This direction depends on the signs of the converged orbitals and on their orientation within each class, which the minimum leaves free. The values below belong to one such choice; Eq. (15) and the scaling with \(\delta\) do not depend on it. At \(\delta=0.1\) rad, with \(a=4\), \(i=1\), \(j=0\), finite differences give 0.19926 hartree for each side of (15). As \(\delta\) falls from \(10^{-3}\) to \(10^{-4}\) rad:

- the gradient norm falls from \(1.119\times10^{-2}\) to \(1.119\times10^{-3}\) hartree;
- the reduced Newton step falls from \(3.470\times10^{-3}\) to \(3.470\times10^{-4}\), close to the displacement norm \(\sqrt{12}\,\delta\);
- the full Newton step changes only from 0.1548 to 0.1543, as (16) allows.

**An incomplete space.** Now keep only the configurations \(|20\rangle\) and \(|02\rangle\), labelled by the active occupations. With \(|11\rangle\) the normalized open-shell singlet, \(E_{32}|20\rangle=\sqrt2|11\rangle\) and \(E_{23}|02\rangle=\sqrt2|11\rangle\), so

\[
E^-_{32}\big(c_{20}|20\rangle+c_{02}|02\rangle\big)=\sqrt2\,(c_{20}-c_{02})|11\rangle. \tag{18}
\]

The optimized coefficients 0.9364 and \(-0.3509\) give \(\sqrt2\times1.2873=1.8205\): the rotation leads out of the space. At the special point \(c_{20}=c_{02}\) it would act as zero on the state, although the space as a whole is not invariant.

This calculation has \(15+1=16\) parameters and two zeros, one inactive and one virtual. Turning the optimized active orbitals by 20° and solving the CI problem again raises the energy by 0.1968 hartree (0.1964 hartree for the opposite sense), whereas the complete-space energy does not change. The active rotation must therefore be kept.

The optimized energy is nevertheless the same, \(-3.21789\) hartree. A two-electron singlet in two real orbitals has a symmetric coefficient matrix \(D_{tu}\) multiplying \(a^\dagger_{t\alpha}a^\dagger_{u\beta}\). An orthogonal rotation diagonalizes \(D\) and removes \(|11\rangle\). One orbital angle replaces one CI parameter here, without making the two-configuration space complete.

Part 2 was also checked by enumeration for three electrons in three orbitals with \(S=1/2\). Of the \(2^8-1=255\) nonempty subsets of the eight CSFs, the full set alone is invariant under all active rotations. The numerical check below gives the remaining values.

## Calculated quantities

```
H positions on a line: [0.0, 0.75, 2.45, 3.95, 5.85, 6.65] angstrom
RHF/STO-3G energy: -3.13311156 hartree
orbital pairs: 15, determinants in full space: 400
CASSCF(2,2) energy: -3.21788737 hartree
independent CASSCF solver: -3.21788737 hartree
gradient norm at convergence: 2.3e-15 hartree
complete space: 17 parameters, 3 zero eigenvalues
largest |H v| element, null vectors: 5.1e-15 hartree
lowest nonzero Hessian eigenvalue: 0.45791 hartree
after deletion: 14 parameters, lowest eigenvalue 0.45780 hartree
active-active curvature, CI fixed: 3.737869 hartree
same by finite differences: 3.737852 hartree
same with CI response: 1.2e-14 hartree
finite rotation angle: 0.7 rad
energy change, inactive and virtual: -5.3e-15 hartree
energy change, active, CI fixed: 0.521916 hartree
energy change, active, CI compensated: -5.3e-15 hartree
displaced point: all nonredundant angles 0.1 rad, CI re-solved
  mixed Hessian element H(41,10): 0.199260 hartree
  half of gradient element g(40): 0.199260 hartree
angle/rad, |g|/hartree, |Hv|/hartree, full step, reduced step
  1e-02  1.117e-01  7.897e-02  0.1644  3.480e-02
  1e-03  1.119e-02  7.913e-03  0.1548  3.470e-03
  1e-04  1.119e-03  7.914e-04  0.1543  3.470e-04
two-configuration energy: -3.21788737 hartree
coefficients: 0.936421, -0.350878
incomplete space: 16 parameters, 2 zero eigenvalues
lowest nonzero eigenvalue: 0.45791 hartree
norm leaving incomplete space under active generator: 1.820516
active rotation by 20 degrees, CI re-solved:
  complete space energy change: 0.0e+00 hartree
  incomplete space energy change: 0.196799 hartree
three electrons in three orbitals, doublet CSFs: 8
nonempty CSF subsets tested: 255, invariant: 1, its size: 8
equal pair sum, norm after rotation generators: 0.0e+00
equal pair sum, norm after E10 + E01: 1.632993
```
